**Broadening in GW: shift of the real self-energy and loss of solutions**

A total broadening $\eta$ changes the real self-energy by $-\sum_j A_j\eta^2/[x_j(x_j^2+\eta^2)]$, where $A_j$ is the strength of a pole at $p_j$ and $x_j=\omega-p_j$. The program asserts that real-axis quadrature, contour deformation and the pole sum agree for a model, and that the difference between broadened and unbroadened results follows this law. For one pole at distance $d$ from the level energy, it compares the threshold at which three real solutions become one with the derived formula; for $d=1$ eV and $A=1$ eV² both give 0.375 eV. It also asserts that two spectral peaks can remain when one real solution is left. For water ($G_0W_0$ on Hartree–Fock, 6-31G), the pole sum is compared with a contour deformation that obtains the screened interaction by matrix inversion. The highest occupied level shifts by only −0.67 meV at $\eta=1$ eV, and the program asserts the quadratic law and its extrapolation there. For the 2a₁ level, the number of solutions with positive $Z$ between −60 and −25 eV falls from 7 at $\eta=0.01$ eV to 1 at $\eta=1$ eV.

## Numerical check

```python
"""
Result under test: a finite broadening eta changes the real GW self-energy by
  -sum_j A_j eta^2 / [x_j (x_j^2 + eta^2)],   x_j = omega - p_j,
which is -eta^2 sum_j A_j/x_j^3 far from all poles, and above a threshold
eta it removes real solutions of omega - e - Re Sigma(omega) = 0.
Symbols: p_j pole positions, A_j pole strengths (energy squared), e level
energy including static exchange, d = e - p for one pole, Z = 1/(1 - Sigma').
G has poles e_empty - i eta_G and e_occ + i eta_G; the correlation part of W
has poles +-(Omega - i eta_W). Energies are in eV unless stated otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf

HARTREE = physical_constants["Hartree energy in eV"][0]

# ---------- Model: real-axis integral, contour deformation, pole sum ----------
E_OCC, E_EMPTY, OMEGA_B, A = -6.0, 1.0, 5.0, 1.0
N_QUAD = 20000
theta = (np.arange(N_QUAD) + 0.5) * np.pi / N_QUAD - np.pi / 2
nodes = 5.0 * np.tan(theta)
weights = 5.0 / np.cos(theta) ** 2 * np.pi / N_QUAD


def green(z, eta_g):
    return 1 / (z - E_EMPTY + 1j * eta_g) + 1 / (z - E_OCC - 1j * eta_g)


def screened(z, eta_w):
    return A * (1 / (z - OMEGA_B + 1j * eta_w) - 1 / (z + OMEGA_B - 1j * eta_w))


def sigma_real_axis(w, eta_g, eta_w):
    integrand = green(w + nodes, eta_g) * screened(nodes, eta_w)
    return 1j / (2 * np.pi) * np.sum(weights * integrand)


def sigma_deformed(w, eta_g, eta_w):
    integrand = green(w + 1j * nodes, eta_g) * screened(1j * nodes, eta_w)
    total = -np.sum(weights * integrand) / (2 * np.pi)
    if E_EMPTY < w:
        total += screened(E_EMPTY - w - 1j * eta_g, eta_w)
    if E_OCC > w:
        total -= screened(E_OCC - w + 1j * eta_g, eta_w)
    return total


def sigma_pole_sum(w, eta):
    return (A / (w - E_EMPTY - OMEGA_B + 1j * eta)
            + A / (w - E_OCC + OMEGA_B - 1j * eta))


for w in (-13.0, -1.0, 6.2, 8.0):
    reference = sigma_pole_sum(w, 0.03 + 0.07)
    assert abs(sigma_real_axis(w, 0.03, 0.07) - reference) < 1e-8
    assert abs(sigma_deformed(w, 0.03, 0.07) - reference) < 1e-8

print("MODEL: levels %.1f, %.1f eV; boson %.1f eV; A = %.1f eV^2"
      % (E_OCC, E_EMPTY, OMEGA_B, A))
ETA = 0.1
model_poles = np.array([E_EMPTY + OMEGA_B, E_OCC - OMEGA_B])
print("total eta = %.2f eV, poles at %.1f and %.1f eV" % (ETA, *model_poles))
for distance in (2.0, 0.2):
    w = model_poles[0] + distance
    broad = sigma_real_axis(w, ETA / 2, ETA / 2).real
    sharp = sigma_deformed(w, 0.0, 0.0).real
    x = w - model_poles
    exact_law = -np.sum(A * ETA**2 / (x * (x**2 + ETA**2)))
    cubic_law = -np.sum(A * ETA**2 / x**3)
    assert abs(broad - sharp - exact_law) < 1e-8
    if distance > 10 * ETA:
        assert abs((broad - sharp) / cubic_law - 1) < 0.01
    else:
        assert abs((broad - sharp) / cubic_law - 1) > 0.1
    print("distance %.1f eV: Re Sigma eta=0 %.6f, broadened %.6f eV"
          % (distance, sharp, broad))
    print("  shift %.6f eV, inverse-cube law %.6f eV"
          % (broad - sharp, cubic_law))

# ---------- One pole: number and merger of real solutions ----------
scan = np.linspace(-6, 6, 240000)


def count_solutions(d, eta):
    f = scan - d - A * scan / (scan**2 + eta**2)
    return np.count_nonzero(f[1:] * f[:-1] < 0)


def boundary_parameter(d):
    return brentq(lambda s: A * (1 - s) ** 3 - 2 * s * d**2, 1e-9, 1.0,
                  xtol=1e-14)


print("ONE POLE, A = %.1f eV^2: threshold eta_c" % A)
for d in (0.0, 1.0, 3.0):
    low, high = 0.05, 1.1
    assert count_solutions(d, low) == 3 and count_solutions(d, high) == 1
    for _ in range(40):
        middle = (low + high) / 2
        if count_solutions(d, middle) == 3:
            low = middle
        else:
            high = middle
    s = boundary_parameter(d)
    eta_c = np.sqrt(A * s * (1 + s) / 2)
    assert abs(low - eta_c) < 1e-6
    print("d = %.1f eV: scan %.6f, formula %.6f eV (s = %.6f)"
          % (d, low, eta_c, s))
    if d == 3.0:
        assert abs(A / (2 * d) / eta_c - 1) < 0.1
        print("  large-d estimate A/(2d) = %.6f eV" % (A / (2 * d)))

d = 1.0
s = boundary_parameter(d)
merge_x = -np.sqrt(A * s * (1 - s) / 2)
sharp_x, vectors = np.linalg.eigh([[d, np.sqrt(A)], [np.sqrt(A), 0.0]])
sharp_z = vectors[0] ** 2
assert sharp_z[0] < sharp_z[1]
print("d = 1 eV, eta = 0: x = %.4f, %.4f eV; Z = %.4f, %.4f"
      % (*sharp_x, *sharp_z))
for eta in (0.1, 0.3, 0.4):
    roots = np.roots([1.0, -d, eta**2 - A, -d * eta**2])
    roots = np.sort(roots[np.abs(roots.imag) < 1e-9].real)
    slope = A * (eta**2 - roots**2) / (roots**2 + eta**2) ** 2
    z_values = 1 / (1 - slope)
    assert len(roots) == count_solutions(d, eta)
    if len(roots) == 3:
        assert z_values[1] < 0 < min(z_values[0], z_values[2])
    else:
        assert roots[0] > 0 and z_values[0] > 0
    if eta == 0.1:
        estimate = -d * eta**2 / (A - eta**2)
        assert abs(roots[1] / estimate - 1) < 0.05
        print("spurious-root estimate at eta = 0.1 eV: %.5f eV" % estimate)
    print("eta = %.1f eV: x =" % eta, " ".join("%.5f" % r for r in roots),
          "eV; Z =", " ".join("%.4f" % q for q in z_values))
eta_c = np.sqrt(A * s * (1 + s) / 2)
f_merge = merge_x - d - A * merge_x / (merge_x**2 + eta_c**2)
assert abs(f_merge) < 1e-9
print("roots merge at x = %.5f eV" % merge_x)

# ---------- Symmetric case: spectral peaks outlive the real roots ----------
energy = np.linspace(-3, 3, 6001)
print("SYMMETRIC CASE d = 0: spectral peaks")
for eta, expected in ((1.2, 2), (1.38, 2), (1.45, 1)):
    spectrum = -np.imag(1 / (energy - A / (energy + 1j * eta))) / np.pi
    inner = spectrum[1:-1]
    is_peak = (inner > spectrum[:-2]) & (inner >= spectrum[2:])
    peaks = energy[1:-1][is_peak]
    assert len(peaks) == expected and count_solutions(0.0, eta) == 1
    if expected == 2:
        assert abs(peaks[1] - np.sqrt(A - eta**2 / 2)) < 2e-3
    print("eta = %.2f eV: real roots %d, peaks %d, rightmost %.3f eV"
          % (eta, count_solutions(0.0, eta), len(peaks), abs(peaks[-1])))

# ---------- Water: G0W0 on Hartree-Fock, full direct-RPA spectrum ----------
BOND, ANGLE = 0.96, 104.5
half = np.radians(ANGLE / 2)
hy, hz = BOND * np.sin(half), BOND * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, hy, hz)], ["H", (0, -hy, hz)]],
            basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
levels, orbitals = mf.mo_energy, mf.mo_coeff
n_orb, n_occ = len(levels), mol.nelectron // 2
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                orbitals, orbitals, orbitals, orbitals, optimize=True)
gaps = (levels[None, n_occ:] - levels[:n_occ, None]).ravel()
n_pair = len(gaps)
kernel = eri[:n_occ, n_occ:, :n_occ, n_occ:].reshape(n_pair, n_pair)
root_gap = np.sqrt(gaps)
rpa_matrix = root_gap[:, None] * (np.diag(gaps) + 4 * kernel) * root_gap
omega_squared, rpa_vectors = np.linalg.eigh(rpa_matrix)
excitations = np.sqrt(omega_squared)
x_plus_y = root_gap[:, None] * rpa_vectors / np.sqrt(excitations)
side = np.where(np.arange(n_orb) < n_occ, -1.0, 1.0)
poles = ((levels[:, None] + side[:, None] * excitations) * HARTREE).ravel()


def strengths_of(p):
    coupling = eri[p][:, :n_occ, n_occ:].reshape(n_orb, n_pair)
    return (2 * (coupling @ x_plus_y) ** 2 * HARTREE**2).ravel()


def real_sigma(w, strength, eta):
    x = w - poles
    return np.sum(strength * x / (x**2 + eta**2))


def solutions_without_eta(p, strength):
    size = len(poles) + 1
    arrow = np.zeros((size, size))
    arrow[0, 0] = levels[p] * HARTREE
    arrow[0, 1:] = arrow[1:, 0] = np.sqrt(strength)
    arrow[np.arange(1, size), np.arange(1, size)] = poles
    values, vecs = np.linalg.eigh(arrow)
    return values, vecs[0] ** 2


HOMO, INNER = n_occ - 1, 1
strength_homo, strength_inner = strengths_of(HOMO), strengths_of(INNER)

# Independent self-energy: W by matrix inversion, no RPA eigenvectors, no eta.
pair_coupling = eri[INNER][:, :n_occ, n_occ:].reshape(n_orb, n_pair)


def screened_water(z_squared):
    matrix = np.diag((z_squared - gaps**2) / (4 * gaps)) - kernel
    solved = np.linalg.solve(matrix, pair_coupling.T)
    return np.einsum("mk,km->m", pair_coupling, solved)


w_test = levels[INNER] + 0.1
t, t_weight = np.polynomial.legendre.leggauss(200)
nu = 0.5 * (1 + t) / (1 - t)
nu_weight = t_weight / (1 - t) ** 2
offset = w_test - levels
deformed = 0.0
for v, vw in zip(nu, nu_weight):
    deformed -= vw / np.pi * np.sum(screened_water(-v**2)
                                    * offset / (offset**2 + v**2))
for m in range(n_orb):
    if m < n_occ and levels[m] > w_test:
        deformed -= screened_water(offset[m] ** 2)[m]
    if m >= n_occ and levels[m] < w_test:
        deformed += screened_water(offset[m] ** 2)[m]
deformed *= HARTREE
summed = real_sigma(w_test * HARTREE, strength_inner, 0.0)
assert abs(deformed - summed) < 1e-6 * max(1.0, abs(summed))
print("WATER: O-H %.2f A, angle %.1f deg, %d orbitals, %d RPA modes"
      % (BOND, ANGLE, n_orb, n_pair))
print("lowest RPA excitation %.3f eV" % (excitations[0] * HARTREE))
print("2a1 Sigma_c at %.3f eV: deformation %.6f, pole sum %.6f eV"
      % (w_test * HARTREE, deformed, summed))

# Highest occupied level: far from the poles.
values, z_weights = solutions_without_eta(HOMO, strength_homo)
best = np.argmax(z_weights)
e_homo, z_homo = values[best], z_weights[best]
x = e_homo - poles
cube_sum = np.sum(strength_homo / x**3)
active = strength_homo > 1e-6
print("HOMO: HF %.4f eV, GW (eta=0) %.4f eV, Z = %.4f"
      % (levels[HOMO] * HARTREE, e_homo, z_homo))
print("  nearest coupled pole: %.3f eV away" % np.min(np.abs(x[active])))


def homo_root(eta):
    return brentq(lambda w: w - levels[HOMO] * HARTREE
                  - real_sigma(w, strength_homo, eta),
                  e_homo - 0.5, e_homo + 0.5, xtol=1e-13)


for eta in (0.1, 1.0):
    shift = homo_root(eta) - e_homo
    predicted = -z_homo * eta**2 * cube_sum
    assert abs(shift / predicted - 1) < (0.01 if eta < 0.5 else 0.05)
    print("  eta %.1f eV: shift %.5f meV, law %.5f meV"
          % (eta, 1000 * shift, 1000 * predicted))
extrapolated = (4 * homo_root(0.5) - homo_root(1.0)) / 3
assert abs(extrapolated - e_homo) < 0.05 * abs(homo_root(1.0) - e_homo)
print("  error after extrapolation from 1.0 and 0.5 eV: %.6f meV"
      % (1000 * (extrapolated - e_homo)))

# Inner-valence level: embedded among or beside the poles.
values, z_weights = solutions_without_eta(INNER, strength_inner)
order = np.argsort(z_weights)[::-1]
heavy = order[:2]
for k in heavy:
    x = values[k] - poles
    used = strength_inner > 1e-12
    residual = (values[k] - levels[INNER] * HARTREE
                - np.sum(strength_inner[used] / x[used]))
    z_slope = 1 / (1 + np.sum(strength_inner[used] / x[used] ** 2))
    assert abs(residual) < 1e-6 and abs(z_slope - z_weights[k]) < 1e-6
LOW, HIGH = -60.0, -25.0
inside = (values > LOW) & (values < HIGH)
print("2a1: HF %.4f eV; window %.0f to %.0f eV"
      % (levels[INNER] * HARTREE, LOW, HIGH))
print("  eta=0 solutions: %d with Z > 0.001, %d with Z > 0.01"
      % (np.sum(inside & (z_weights > 1e-3)),
         np.sum(inside & (z_weights > 1e-2))))
for label, k in zip("ab", heavy):
    gap_to_pole = np.min(np.abs(values[k] - poles[strength_inner > 1e-6]))
    print("  solution %s: %.4f eV, Z = %.4f, nearest pole %.4f eV away"
          % (label, values[k], z_weights[k], gap_to_pole))

grid = np.arange(LOW, HIGH, 0.0005)
counts = []
for eta in (0.01, 0.1, 0.3, 1.0):
    f = grid - levels[INNER] * HARTREE
    for p, a in zip(poles, strength_inner):
        if a > 1e-8:
            f -= a * (grid - p) / ((grid - p) ** 2 + eta**2)
    rising = np.where((f[:-1] < 0) & (f[1:] >= 0))[0]
    found = grid[rising] - f[rising] * 0.0005 / (f[rising + 1] - f[rising])
    assert len(found) > 0
    counts.append(len(found))
    nearest = [found[np.argmin(np.abs(found - values[k]))] for k in heavy]
    print("  eta %.2f eV: %d roots with Z>0; nearest a %.4f, b %.4f eV"
          % (eta, len(found), *nearest))
assert counts[0] >= 2 and counts[-1] < counts[0]

print("success")
```

Output:

```
MODEL: levels -6.0, 1.0 eV; boson 5.0 eV; A = 1.0 eV^2
total eta = 0.10 eV, poles at 6.0 and -11.0 eV
distance 2.0 eV: Re Sigma eta=0 0.552632, broadened 0.551383 eV
  shift -0.001248 eV, inverse-cube law -0.001251 eV
distance 0.2 eV: Re Sigma eta=0 5.058140, broadened 4.058138 eV
  shift -1.000002 eV, inverse-cube law -1.250002 eV
ONE POLE, A = 1.0 eV^2: threshold eta_c
d = 0.0 eV: scan 1.000000, formula 1.000000 eV (s = 1.000000)
d = 1.0 eV: scan 0.375208, formula 0.375208 eV (s = 0.229083)
d = 3.0 eV: scan 0.158494, formula 0.158494 eV (s = 0.047942)
  large-d estimate A/(2d) = 0.166667 eV
d = 1 eV, eta = 0: x = -0.6180, 1.6180 eV; Z = 0.2764, 0.7236
spurious-root estimate at eta = 0.1 eV: -0.01010 eV
eta = 0.1 eV: x = -0.60612 -0.01021 1.61633 eV; Z = 0.2849 -0.0104 0.7255
eta = 0.3 eV: x = -0.48764 -0.11515 1.60279 eV; Z = 0.4210 -0.1614 0.7404
eta = 0.4 eV: x = 1.59113 eV; Z = 0.7534
roots merge at x = -0.29716 eV
SYMMETRIC CASE d = 0: spectral peaks
eta = 1.20 eV: real roots 1, peaks 2, rightmost 0.529 eV
eta = 1.38 eV: real roots 1, peaks 2, rightmost 0.219 eV
eta = 1.45 eV: real roots 1, peaks 1, rightmost 0.000 eV
WATER: O-H 0.96 A, angle 104.5 deg, 13 orbitals, 40 RPA modes
lowest RPA excitation 19.789 eV
2a1 Sigma_c at -34.148 eV: deformation 1.399938, pole sum 1.399938 eV
HOMO: HF -13.6393 eV, GW (eta=0) -12.0466 eV, Z = 0.9568
  nearest coupled pole: 22.987 eV away
  eta 0.1 eV: shift -0.00673 meV, law -0.00673 meV
  eta 1.0 eV: shift -0.67235 meV, law -0.67280 meV
  error after extrapolation from 1.0 and 0.5 eV: -0.000112 meV
2a1: HF -36.8692 eV; window -60 to -25 eV
  eta=0 solutions: 8 with Z > 0.001, 2 with Z > 0.01
  solution a: -34.8542 eV, Z = 0.6720, nearest pole 1.4261 eV away
  solution b: -32.9108 eV, Z = 0.2456, nearest pole 0.5174 eV away
  eta 0.01 eV: 7 roots with Z>0; nearest a -34.8542, b -32.9110 eV
  eta 0.10 eV: 2 roots with Z>0; nearest a -34.8524, b -32.9254 eV
  eta 0.30 eV: 2 roots with Z>0; nearest a -34.8381, b -33.1106 eV
  eta 1.00 eV: 1 roots with Z>0; nearest a -34.7010, b -34.7010 eV
success
```
